\section*{The electron-loop contribution to the muon anomaly, with mass corrections}

\section{Problem}

A muon of mass $m$ has the anomaly $a=F_2(0)$, where the vertex between on-shell spinors is
\begin{equation}
\Gamma^\mu=\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2),\qquad q=p'-p .
\end{equation}
One closed electron loop, inserted in the photon line of the one-loop vertex, contributes $A\,(\alpha/\pi)^2$ to $a$. Find $A$ for $r=m_e/m\ll1$, including mass corrections through order $r^3$, and evaluate it for the physical muon.

The units are $\hbar=c=1$ with $e^2=4\pi\alpha$, the metric is $(+,-,-,-)$, and $\alpha$ and the masses are on-shell quantities. Two-loop graphs without a closed fermion loop, muon and tau loops, hadrons, weak effects and higher orders are outside the question.

\section{A tempting solution}

The electron loop makes the coupling run. At spacelike momentum $q^2=-Q^2$ the photon propagator is multiplied by $1+(\alpha/\pi)P(Q^2/m_e^2)$, where
\begin{equation}
P(t)=2\int_0^1dz\,w\ln(1+wt),\qquad w=z(1-z). \label{P}
\end{equation}
This formula is correct and is derived below. For large $t$, replace $\ln(1+wt)$ by $\ln t+\ln w$. With $\int_0^1 w\,dz=1/6$ and $\int_0^1 w\ln w\,dz=2(-\tfrac14+\tfrac19)=-\tfrac5{18}$,
\begin{equation}
P(t)\simeq\tfrac13\ln t-\tfrac59 . \label{asym}
\end{equation}
The first correction is $2\int w\,(wt)^{-1}dz=2/t$.

The one-loop anomaly is Schwinger's $\alpha/2\pi$, and the only scale in that graph is $m$. So one evaluates the coupling at $Q=m$, where $t=1/r^2$:
\begin{equation}
A_{\rm wrong}=\tfrac12\left(\tfrac13\ln\tfrac1{r^2}-\tfrac59\right)
=\tfrac13\ln\tfrac1r-\tfrac5{18}. \label{wrong}
\end{equation}
The correction $2/t=2r^2$ adds $\tfrac12\cdot2r^2=r^2\approx2.3\times10^{-5}$, which seems negligible. The result is $1.777200-0.277778=1.499422$.

\section{Where the fault lies}

The photon in the vertex graph is integrated over its momentum. Dimensional analysis fixes the scale of the logarithm up to a factor of order one, and such a factor changes the constant. The coefficient of $\ln(1/r)$ in (\ref{wrong}) is therefore safe, but the constant is not.

The estimate of the mass correction has a separate fault. The integration reaches momenta of order $m_e$, where (\ref{asym}) does not hold, however small $r$ is. Both faults are cured by finding the weight with which each momentum enters.

\section{The vertex with a massive photon}

Give the photon a mass $M$. Let $k$ and $k'=k+q$ be the muon momenta inside the loop. The two photon vertices $-ie\gamma$, two muon propagators and the photon propagator $-ig_{\nu\rho}/[(k-p)^2-M^2]$ have the combined factor $(-i)(-ie)^2i^2=-ie^2$:
\begin{equation}
\delta\Gamma^\mu=-ie^2\int\!\frac{d^4k}{(2\pi)^4}
\frac{N^\mu}{(k^2-m^2)(k'^2-m^2)[(k-p)^2-M^2]},
\end{equation}
\begin{align}
N^\mu&=\gamma^\nu(\slashed k'+m)\gamma^\mu(\slashed k+m)\gamma_\nu\nonumber\\
&=-2\slashed k\gamma^\mu\slashed k'+4m(k+k')^\mu-2m^2\gamma^\mu .
\end{align}
Combine the denominators with parameters $x_1,x_2,x_3$ of unit sum, and set $l=k+x_2q-x_3p$. Because $p\cdot q=-q^2/2$, completing the square gives $l^2-\Delta$ with
\begin{equation}
\Delta=-x_1x_2q^2+(1-x_3)^2m^2+x_3M^2 .
\end{equation}

Terms linear in $l$ integrate to zero. The quadratic term averages to $-2(l^2/4)\gamma^\rho\gamma^\mu\gamma_\rho=l^2\gamma^\mu$, which belongs to $F_1$. In the rest, $k=x_3p-x_2q$. The Dirac equation gives
\begin{align}
\bar u'\slashed k&=\bar u'[x_3m-(1-x_1)\slashed q],\\
\slashed k'u&=[x_3m+(1-x_2)\slashed q]u .
\end{align}
Use $\gamma^\mu\slashed q=q^\mu-i\sigma^{\mu\nu}q_\nu$ and $\slashed q\gamma^\mu=q^\mu+i\sigma^{\mu\nu}q_\nu$. The product $\slashed q\gamma^\mu\slashed q=2q^\mu\slashed q-q^2\gamma^\mu$ gives only $\gamma^\mu$, since $\bar u'\slashed q u=0$. Hence $-2\slashed k\gamma^\mu\slashed k'$ contains
\begin{equation}
2mx_3(2-x_1-x_2)\,i\sigma^{\mu\nu}q_\nu=2mx_3(1+x_3)\,i\sigma^{\mu\nu}q_\nu .
\end{equation}
Next, $k+k'=x_3(p+p')+(x_1-x_2)q$, and Gordon's identity replaces $(p+p')^\mu$ by $2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$. This supplies $-4mx_3\,i\sigma^{\mu\nu}q_\nu$. The terms in $q^\mu$ are odd under $x_1\leftrightarrow x_2$ and cancel. The sum is $-2mx_3(1-x_3)\,i\sigma^{\mu\nu}q_\nu$.

The Feynman formula has a factor 2, and Wick rotation gives
\begin{equation}
\int\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}=-\frac{i}{32\pi^2\Delta}. \label{loop}
\end{equation}
The factor in front of the numerator is thus $-ie^2\cdot2\cdot(-i)/(32\pi^2\Delta)=-e^2/(16\pi^2\Delta)$. Comparison with $F_2/(2m)$ gives the integrand $(\alpha/\pi)m^2x_3(1-x_3)/\Delta$. At $q=0$ the remaining parameter has range $1-x_3$. With $x=1-x_3$,
\begin{equation}
a_M=\frac\alpha\pi K\!\left(\frac{M^2}{m^2}\right),\qquad
K(b)=\int_0^1dx\,\frac{x^2(1-x)}{x^2+(1-x)b}. \label{K}
\end{equation}
For $M=0$, $K(0)=\int_0^1(1-x)dx=\tfrac12$, which is Schwinger's term.

\section{The electron loop}

The fermion loop has a factor $-1$, so its overall factor is $-(-ie)^2i^2=-e^2$:
\begin{equation}
i\Pi^{\mu\nu}=-e^2\!\int\!\frac{d^4k}{(2\pi)^4}
\frac{{\rm tr}[\gamma^\mu(\slashed k+m_e)\gamma^\nu(\slashed k+\slashed q+m_e)]}
{(k^2-m_e^2)[(k+q)^2-m_e^2]},
\end{equation}
where $q$ now denotes the photon momentum. A gauge-invariant regulator is understood, so that $\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi(q^2)$, and $\Pi$ can be read from the $q^\mu q^\nu$ part. After the shift $k=l-zq$ the denominator is $(l^2-\Delta_e)^2$ with $\Delta_e=m_e^2-wq^2$. The trace terms $4[k^\mu(k+q)^\nu+k^\nu(k+q)^\mu]$ contain $-8w\,q^\mu q^\nu$; the others are proportional to $g^{\mu\nu}$. Therefore
\begin{equation}
-i\Pi(q^2)=8e^2\int_0^1dz\,w\int\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta_e)^2}.
\end{equation}
The derivative of the inner integral with respect to $\Delta_e$ is twice (\ref{loop}), or $-i/(16\pi^2\Delta_e)$. The integral is thus $(i/16\pi^2)(C-\ln\Delta_e)$, with a regulator-dependent constant $C$. Subtraction at $q^2=0$, which defines the on-shell $\alpha$, removes $C$:
\begin{equation}
\hat\Pi(q^2)=\frac{2\alpha}\pi\int_0^1dz\,w\ln\!\left(1-\frac{wq^2}{m_e^2}\right). \label{Pi}
\end{equation}
One insertion changes $-ig_{\mu\nu}/q^2$ into $-ig_{\mu\nu}(1+\hat\Pi)/q^2$, up to $q_\mu q_\nu$ terms, and $q^2=-Q^2$ gives (\ref{P}).

To use $K$, write the insertion as a sum of massive propagators. Since $d\ln(1-q^2/M^2)/dM^2=q^2/[M^2(M^2-q^2)]$, integration from $M_0^2=m_e^2/w$ to infinity gives
\begin{equation}
\frac1{q^2}\ln\!\left(1-\frac{q^2}{M_0^2}\right)=
\int_{M_0^2}^\infty\frac{dM^2}{M^2}\,\frac1{q^2-M^2}.
\end{equation}
The $q_\mu q_\nu$ terms do not affect $F_2$. For photon momentum $\kappa$, the equation $\bar u'(\slashed p'-m)=0$ gives $\bar u'\slashed\kappa(\slashed p'-\slashed\kappa-m)^{-1}=-\bar u'$. The same cancellation on the other side leaves $\gamma^\mu$.

\section{The correct weight and the constant}

Each massive photon contributes $K$, so with $b=M^2/m^2$ and $b_0=r^2/w$
\begin{equation}
A=2\int_0^1dz\,w\int_{b_0}^\infty\frac{db}b\,K(b).
\end{equation}
For fixed $x$, partial fractions give
\begin{align}
\int_{b_0}^\infty\!\frac{db}{b}\frac{x^2(1-x)}{x^2+(1-x)b}
&=(1-x)\left[\ln\frac{b}{x^2+(1-x)b}\right]_{b_0}^{\infty}\nonumber\\
&=(1-x)\ln\!\left[1+\frac{x^2}{(1-x)b_0}\right].
\end{align}
Comparison with (\ref{P}) gives
\begin{equation}
A=\int_0^1dx\,(1-x)\,P\!\left(\frac{Q_x^2}{m_e^2}\right),\qquad
Q_x^2=\frac{x^2m^2}{1-x}. \label{A}
\end{equation}
The tempting solution replaced $Q_x$ by $m$ throughout. The correct integral covers all $Q_x$ from zero to infinity.

With $t=Q_x^2/m_e^2$, split $\ln(1+wt)=\ln(wt)+\ln[1+1/(wt)]$. This is an identity, so $A=A_0+D$ without approximation. The first part uses (\ref{asym}), with $\int(1-x)\ln x\,dx=-\tfrac34$ and $\int(1-x)\ln(1-x)\,dx=-\tfrac14$:
\begin{align}
A_0&=\tfrac13\ln\tfrac1r-\tfrac5{18}
+\tfrac13\left[2(-\tfrac34)+\tfrac14\right]\nonumber\\
&=\tfrac13\ln\tfrac1r-\tfrac5{18}-\tfrac5{12}
=\tfrac13\ln\tfrac1r-\tfrac{25}{36}. \label{A0}
\end{align}
The spread of momenta contributes the $-5/12$ missing from (\ref{wrong}). With the normalized weight $2(1-x)$, the mean of $\ln(Q_x^2/m^2)$ is $2(-\tfrac54)=-\tfrac52$. The asymptotic running coupling therefore reproduces $A_0$ at the scale $Q_*=e^{-5/4}m\approx0.287\,m$. This is a logarithmic mean and not a sharp momentum.

\section{The mass corrections}

The second part of the split is
\begin{align}
D&=2\int_0^1dz\,w\,J(r^2/w),\\
J(\varepsilon)&=\int_0^1dx\,(1-x)\ln\!\left[1+\frac{\varepsilon(1-x)}{x^2}\right].
\end{align}
Expanding the logarithm in $\varepsilon$ would give $\int dx/x^2$, which diverges at small $x$. The integral must be done first. Let $R=x^2-\varepsilon x+\varepsilon$, so $R(0)=\varepsilon$ and $R(1)=1$. Then $J=\tfrac32+\int(1-x)\ln R\,dx$, and integration by parts gives
\begin{equation}
J=\frac32+\frac12\ln\varepsilon+\frac12\int_0^1dx\,\frac{(1-x)^2(2x-\varepsilon)}R .
\end{equation}
Polynomial division turns the last integrand into
\begin{equation}
2x+\varepsilon-4+\frac{(2-4\varepsilon+\varepsilon^2)x+3\varepsilon-\varepsilon^2}{R}.
\end{equation}
The polynomial part integrates to $\varepsilon-3$. With $T=\int_0^1dx/R$, one has $\int_0^1x\,dx/R=-\tfrac12\ln\varepsilon+\tfrac12\varepsilon T$. Collecting terms,
\begin{equation}
J=\frac\varepsilon2+\varepsilon\left(1-\frac\varepsilon4\right)\ln\varepsilon
+\frac12\left(4\varepsilon-3\varepsilon^2+\frac{\varepsilon^3}2\right)T .
\end{equation}
For $0<\varepsilon<4$ set $\cos\varphi=1-\varepsilon/2$ with $0<\varphi<\pi$. Then $R=(x-\varepsilon/2)^2+\sin^2\varphi$, and
\begin{equation}
T=\frac{(\pi/2-\varphi)+\varphi/2}{\sin\varphi}=\frac{\pi-\varphi}{2\sin\varphi}.
\end{equation}
The bracket multiplying $T$ is $\varepsilon(4-\varepsilon)(1-\varepsilon/2)=4\sin^2\varphi\cos\varphi$, so
\begin{equation}
J=\frac\varepsilon2+\varepsilon\left(1-\frac\varepsilon4\right)\ln\varepsilon
+(\pi-\varphi)\sin\varphi\cos\varphi ,
\end{equation}
continued analytically for $\varepsilon>4$.

For small $\varepsilon$, $\varphi=2\arcsin(\sqrt\varepsilon/2)=\sqrt\varepsilon+\varepsilon^{3/2}/24+\dots$ and $\sin\varphi\cos\varphi=\varphi-\tfrac23\varphi^3+\dots$. Since $\tfrac1{24}-\tfrac23=-\tfrac58$,
\begin{equation}
J=\pi\sqrt\varepsilon+\varepsilon\ln\varepsilon-\frac\varepsilon2
-\frac{5\pi}8\varepsilon^{3/2}-\frac{\varepsilon^2}4\ln\varepsilon+O(\varepsilon^2).
\end{equation}
The integrals over $z$ are $\int\sqrt w\,dz=\pi/8$ (the area of a half-disc of radius $\tfrac12$), $\int\ln w\,dz=-2$, and $\int w^{-1/2}dz=\pi$ (substitute $z=\sin^2\theta$). The successive powers give
\begin{align}
2\pi r\int\sqrt w\,dz&=\frac{\pi^2}4r,\\
2r^2\int\left(2\ln r-\ln w-\tfrac12\right)dz&=(3+4\ln r)r^2,\\
-\frac{5\pi}4r^3\int w^{-1/2}dz&=-\frac{5\pi^2}4r^3 .
\end{align}
The answer is therefore
\begin{align}
A={}&\frac13\ln\frac1r-\frac{25}{36}+\frac{\pi^2}4r+(3+4\ln r)r^2\nonumber\\
&-\frac{5\pi^2}4r^3+O(r^4\ln^2r). \label{answer}
\end{align}

At the next order the region $w<r^2$ gives $O(r^4)$. In $w>r^2$, the two ends of the $z$ range turn $-\tfrac14\varepsilon^2\ln\varepsilon$ into
\begin{equation}
-r^4\int_{r^2}\frac{dw}w\ln\frac{r^2}w\simeq\frac{r^4}2(\ln r^2)^2=2r^4\ln^2r .
\end{equation}
A fit to high-precision values of $D$ at three small mass ratios gives the coefficient $1.99997$.

The term linear in $r$ comes from $x\sim r$, where $Q_x\sim m_e$. This interval has width of order $r$, and the asymptotic form of $P$ is wrong there by an amount of order one.

\section{The physical muon}

For $1/r=206.768283$, the terms of (\ref{answer}) add to
\begin{align}
A\simeq{}&1.777200-0.694444+0.011933\nonumber\\
&-0.000429-0.000001=1.094258 ,
\end{align}
with the last digit taken from the unrounded sum. The full integral exceeds the series by $4.9\times10^{-8}$. A separate integration over the mass of the virtual pair, with its spectral density computed from the pair-production trace, agrees with the full value to all nine decimals in the numerical output.

With $(\alpha/\pi)^2=5.39549\times10^{-6}$, the contribution to the anomaly is
\begin{equation}
1.094258\times5.39549\times10^{-6}=5.9041\times10^{-6},
\end{equation}
or $0.51\%$ of Schwinger's term. The tempting value $1.499422$ is too large by $0.405$, which is $37\%$ of the correct $A$. The mass corrections total $D=0.0115$, about $1\%$ of $A$ and some 490 times the estimate $r^2$ made in the tempting solution.

\section{The opposite limit}

The series (\ref{answer}) requires a loop particle much lighter than the muon. Equation (\ref{A}) holds for any mass ratio, so it also covers a heavy lepton of mass $m_L\gg m$ in the loop. At small argument $P(t)\simeq2t\int w^2dz=t/15$, and with $m_e$ replaced by $m_L$
\begin{equation}
A\simeq\frac1{15}\frac{m^2}{m_L^2}\int_0^1x^2dx=\frac{m^2}{45\,m_L^2}.
\end{equation}
The region near $x=1$, where $t$ is not small, has width of order $m^2/m_L^2$ and is further suppressed by the weight $1-x$. A heavy loop thus decouples as the inverse square of its mass, whereas a light loop leaves a logarithm because it screens the charge over the whole range of momenta between $m_e$ and $m$.

\section*{Computed values}
\begin{verbatim}
mass ratio m_mu/m_e (dimensionless)      206.768283
r = m_e/m_mu (dimensionless)             0.004836332
alpha (dimensionless)                    0.0072973526
Terms of A, in units of (alpha/pi)^2:
  logarithm (1/3) ln(m_mu/m_e)           1.777199586
  constant -25/36                        -0.694444444
  logarithm plus constant                1.082755142
  term linear in r                       0.011933170
  term in r^2                            -0.000428656
  term in r^3                            -0.000001396
  sum through r^3                        1.094258260
  all mass corrections D                 0.011503167
  full A                                 1.094258309
  full A from pair-mass integral         1.094258309
  full A minus sum through r^3           4.919e-08
fitted coefficient of r^4 ln(r)^2        1.99997
effective scale Q*/m_mu (dimensionless)  0.286505
one-loop K(0), units of alpha/pi         0.500000
(alpha/pi)^2, units of 1e-6              5.395490
electron-loop anomaly, units of 1e-6     5.904060
mass-correction part, units of 1e-6      0.062065
Schwinger anomaly, units of 1e-6         1161.4097
electron loop / Schwinger, percent       0.5084
\end{verbatim}
